The g-Tensor of an Elongated Cupric Complex at First Order

**1. Two orbitals and a field along z**

A cupric ion has nine 3d electrons, one fewer than a full shell. Its magnetism can be described by the missing electron, the hole. Suppose that the hole can occupy two orbitals: x²−y², written |0⟩, at energy zero, and xy at energy D > 0. Let the magnetic field B point along z.

The angular momenta l and s are dimensionless, μ_B is the Bohr magneton, and g_e = 2.0023 is the free-electron factor, taken positive. For one spin projection m = ±1/2 the hole has the Hamiltonian

H = D |xy⟩⟨xy| − ζ m l_z + μ_B B (l_z + g_e m).     (1)

Here ζ > 0 is the spin-orbit constant of one electron. Its sign is reversed for a hole, as section 2 shows. The two orbitals are real, so l_z has no diagonal elements; its one coupling is ⟨xy|l_z|0⟩ = 2i, derived in section 4. With a = μ_B B − ζm, the orbital part is a 2×2 matrix with diagonal elements 0 and D and off-diagonal elements of size 2|a|. Its lower level gives

E_m = g_e μ_B B m + D/2 − √(D²/4 + 4a²).     (2)

For |a| much smaller than D, the root is D/2 + 4a²/D, so that

E_m ≈ g_e μ_B B m − (4/D)(μ_B²B² − 2μ_B B ζ m + ζ²m²).     (3)

Since m² = 1/4, the first and last terms in the bracket are the same for both spins. The middle term distinguishes them. The splitting E_{+1/2} − E_{−1/2}, divided by μ_B B, is

g_par = g_e + 8ζ/D.     (4)

Spin-orbit coupling mixes a little xy into the ground orbital, in a sense set by the spin. The mixture carries an orbital moment parallel to the spin moment, which raises g.

This small model also shows where the expansion ends. Differentiating (2) with respect to μ_B B at zero field gives g_e m + 4ζm/√(D²/4 + ζ²), hence

g_par = g_e + 8ζ/√(D² + 4ζ²).     (5)

For D ≫ ζ this is (4). For D → 0 it tends to g_e + 4: the hole then has l_z = ±2, with its full orbital moment free. If the other d orbitals also lie within a few ζ, they must be included.

**2. From nine electrons to one hole**

Let a_p remove an electron from spin-orbital p, and let |F⟩ be the filled shell. The nine-electron states are |p) = a_p|F⟩. A one-electron operator is

A = Σ_rs A_rs a_r†a_s = Tr A − Σ_rs A_rs a_s a_r†,     (6)

where the second form uses a_r†a_s = δ_rs − a_s a_r†. No electron can be added to a full shell, so a_r†|F⟩ = 0 and a_r†a_q|F⟩ = δ_rq|F⟩. Likewise ⟨F|a_p†a_s|F⟩ = δ_ps. Therefore

(p|A|q) = δ_pq Tr A − A_qp.     (7)

The hole thus sees minus the transposed operator, apart from a constant. The consequences are:

- An orbital lying D_n below x²−y² for an electron lies D_n above it for the hole.
- In real orbitals l = −i r×∇ is imaginary and Hermitian, hence antisymmetric: lᵀ = −l. Therefore −lᵀ = l.
- For spin one half, exchanging the labels up and down with the appropriate sign turns sᵀ into −s. In this basis −sᵀ becomes s. A missing up electron is a hole with spin down.
- The spin-orbit term ζ l·s becomes −ζ lᵀ·sᵀ = ζ l·sᵀ, and after the same change of spin basis −ζ l·s.

The traces of l, s and l·s vanish. Up to a constant, the full hole Hamiltonian is

H = Σ_n D_n|n⟩⟨n| − ζ l·s + μ_B **B**·(l + g_e s).     (8)

A single electron in x²−y², with the other orbitals above it, would have +ζ in (8) and therefore shifts of the opposite sign.

**3. Why elongation selects x²−y²**

Take six negative point charges on the axes, with the two on z further away. Averages over the unit sphere give z² = 1/7 in x²−y² and in xy, 3/7 in xz and yz, and 11/21 in z². With all six charges at the same distance, x²−y² and z² point at the ligands and share the highest electron level, while xy, xz and yz point between them and lie lower. Moving the z ligands outward lowers the repulsion most for orbitals that extend along z. The electron level x²−y² is left at the top, and the hole occupies it.

For z ligands at 1.20 R, the others at R, and an electron on a shell of radius 0.50 R, the levels relative to x²−y² are −0.1042 for xy, −0.1382 for z² and −0.1766 for xz and yz. The unit is the repulsion of electron and ligand charge at distance R. With the z ligands at 0.85 R instead, z² lies at +0.2168 and would hold the hole.

The xy level is −0.1042 in both geometries, for a simple reason. The densities of x²−y² and xy vary around the z axis as cos²2φ and sin²2φ, with the same dependence on polar angle. Charges on the z axis feel only the average over φ, which is equal for the two. In this electrostatic model the z ligands therefore leave the distance from x²−y² to xy unchanged.

We call the hole energy of xy D_par, and that of the degenerate pair xz, yz D_perp. The elongated geometry above has D_par < D_perp. The point charges show which orbital holds the hole but do not fix the order of the excited levels in a real complex: at 1.20 R they make xy the lowest hole excitation, whereas section 7 takes z² as the lowest. The pure d values of g in section 7 do not change when the z² energy is moved between 0.5 and 2 eV. Equal energies are thus a useful reference case and not a consequence of elongation.

**4. The tensor**

The hole orbital is nondegenerate. We assume that ζ and μ_B B are much smaller than D_par and D_perp, that the complex is static, and, for now, that the orbitals are pure d functions. Because l is antisymmetric in real orbitals, ⟨0|l|0⟩ = 0. At zeroth order in ζ the orbital moment is quenched and g = g_e.

The remaining terms of (8) that connect |0⟩ to an excited orbital n are

⟨0|V|n⟩ = Σ_i ⟨0|l_i|n⟩ (μ_B B_i − ζ s_i).     (9)

This is still an operator on the spin. The spin Zeeman term does not change the orbital and acts directly within the ground doublet. Second-order perturbation theory gives

H_eff = g_e μ_B **B**·s − Σ_ij Λ_ij (μ_B B_i − ζ s_i)(μ_B B_j − ζ s_j),     (10)

Λ_ij = Σ_n ⟨0|l_i|n⟩⟨n|l_j|0⟩/D_n.     (11)

Each matrix element of l is imaginary, so Λ is real and symmetric. The product in (10) has three parts. The part in B² contains no spin. The part in ζ² is also a constant: for spin one half s_i s_j + s_j s_i = δ_ij/2, so it equals −ζ² Tr Λ/4. The two cross terms have a positive sign, from minus times minus, and are equal by the symmetry of Λ. They add to 2ζμ_B Σ_ij B_i Λ_ij s_j. Writing H_eff = μ_B Σ_ij B_i g_ij s_j plus constants, we find

g_ij = g_e δ_ij + 2ζ Λ_ij.     (12)

The factor 2 arises because spin-orbit coupling may act before or after the orbital Zeeman term.

For the matrix elements, use functions on the unit sphere with N = √15, normalized so that the mean square is one:

|0⟩ = N(x²−y²)/2,  |xy⟩ = Nxy,  |xz⟩ = Nxz,  |yz⟩ = Nyz.     (13)

Acting with l = −i r×∇ gives

l_z|0⟩ = −i(x∂_y − y∂_x)|0⟩ = −iN(−xy − xy) = 2i|xy⟩,     (14)

l_x|0⟩ = −i(y∂_z − z∂_y)|0⟩ = −iN(zy) = −i|yz⟩,     (15)

l_y|0⟩ = −i(z∂_x − x∂_z)|0⟩ = −iN(zx) = −i|xz⟩.     (16)

The z² orbital does not appear, so its energy does not enter at this order. Each field axis reaches a different orbital, and Λ is therefore diagonal. The squared elements are 4, 1 and 1. Their sum is 6 = l(l+1) for l = 2, as it must be, because summing over all intermediate orbitals gives ⟨0|l²|0⟩. Equations (11) and (12) now yield

g_par = g_e + 8ζ/D_par,     (17)

g_perp = g_e + 2ζ/D_perp,     (18)

(g_par − g_e)/(g_perp − g_e) = 4 D_perp/D_par.     (19)

For equal excitation energies the parallel shift is four times the perpendicular shift. The four is 2²/1²: x²−y² and xy are both built from the states with l_z = ±2, and l_z connects them with strength 2. A transverse component changes l_z by one unit and connects x²−y² to xz or yz with strength 1. The matrix element is squared because l enters once through spin-orbit coupling and once through the field.

For a field at angle θ to z, (12) gives the spin an effective field with components g_perp B sin θ and g_par B cos θ. The splitting is μ_B B times its length divided by B:

g(θ) = √(g_par² cos²θ + g_perp² sin²θ).     (20)

**5. The contrasting case: a hole in z²**

In a compressed complex the hole orbital is |v⟩ = N(2z²−x²−y²)/(2√3). The same operations give

l_z|v⟩ = 0,  l_x|v⟩ = −i√3|yz⟩,  l_y|v⟩ = i√3|xz⟩.     (21)

With D_perp now measured from z², (12) gives g_par = g_e and g_perp = g_e + 6ζ/D_perp. The order of the two g values is reversed. Within this first-order static model, an x²−y² hole gives g_par > g_perp > g_e whenever 4D_perp > D_par, and a z² hole never does.

**6. Covalent orbitals**

In a complex the d orbitals mix with ligand orbitals. Let the hole orbital have metal weight w₀, and let the antibonding xy, xz and yz orbitals have metal weight w. Their filled bonding partners have metal weight 1−w and hole energy D_CT. Neglect the overlap of metal and ligand orbitals and the angular momentum of the ligand parts.

Every element of l from the hole orbital is then multiplied by the two metal amplitudes. Its square acquires w₀w for an antibonding orbital and w₀(1−w) for a bonding partner. Both are filled and both contribute to (11), so that

1/D → w₀[w/D + (1−w)/D_CT].     (22)

Covalency lowers the shifts when D_CT > D. If the weights and energies are common to xy, xz and yz, the factor four survives within these neglects; section 7 gives the size of the ligand angular momentum left out. Measured g values alone cannot separate the weights from the energies, because they enter through the one combination (22) for each direction.

**7. Numbers for a cupric ion in water**

Take ζ = 0.10 eV and D_par = D_perp = 1.5 eV, with z² at 1.0 eV. These are rough typical values for the aqueous cupric ion of an acid copper plating bath. Then

g_par − g_e = 8 × 0.10/1.5 = 0.533,  g_perp − g_e = 2 × 0.10/1.5 = 0.133,     (23)

so g_par = 2.536 and g_perp = 2.136. At a microwave frequency ν = 9.5 GHz, resonance requires hν = gμ_B B. The fields are 267.7 mT along z and 317.8 mT across it, against 339.0 mT for a free spin.

Diagonalizing the nine-electron Hamiltonian near ζ = 0 tests the derivation without using the hole picture or perturbation theory in ζ. For these energies the slopes dg/dζ are 5.33333 and 1.33333 eV⁻¹, in agreement with 8/D and 2/D.

At the full ζ the same diagonalization gives g_par = 2.4999 and g_perp = 2.1175. The changes, −0.036 and −0.018, are about 7% and 14% of the respective first-order shifts. The smaller shift loses the larger fraction, and the ratio rises from 4 to 4.32. When a small ζ is doubled from 0.002 to 0.004 eV, the parallel remainder grows by a factor of 4.01, so it starts as ζ². The two-orbital result (5) contains odd powers of ζ alone; the quadratic term must therefore come from the orbitals left out there.

In this example covalency changes both g values more than the higher orders in ζ do. With w₀ = 0.85, w = 0.90 and D_CT = 5.0 eV, (22) gives 0.85(0.90/1.5 + 0.10/5.0) = 0.527 eV⁻¹ in place of 0.667 eV⁻¹. The first-order values become g_par = 2.424 and g_perp = 2.108. The bonding partners supply 0.014 of the parallel shift. The neglected angular momentum of the ligand parts is of comparable size. For pure p ligand orbitals without overlap it raises that part to 0.022 and lowers the whole parallel shift from 0.422 to 0.401; the ratio of shifts stays 4.00 for six equal ligands and becomes 4.08 for four ligands in a plane.

Unequal energies change the ratio directly. For pure d orbitals with D_par = 1.4 eV and D_perp = 1.6 eV, (19) gives 4 × 1.6/1.4 = 4.57.

**8. Frozen sample and working bath**

Frozen solutions of the aqueous cupric ion show g values of roughly 2.4 and 2.1. The pure d model puts the parallel value too high, while the covalent estimate lies close to both. This is a statement about plausible size: the weights were chosen, not computed, and higher orders in ζ would lower the covalent values further. Of the corrections to g_par estimated in section 7, covalency is the largest: with the weights above it moves g_par by −0.11.

In a liquid bath the complex also rotates. If its axis is the unit vector n, the tensor is g_perp δ_ij + (g_par − g_perp)n_i n_j. The average of n_i n_j over directions is δ_ij/3, so rapid rotation leaves

g_iso = (g_par + 2g_perp)/3 = 2.269,     (24)

with resonance at 299.1 mT. Rapid means that the rotation time is short compared with the inverse of (g_par − g_perp)μ_B B/ħ. That frequency is 1.05 × 10¹⁰ rad/s here. With a rough rotation time of 50 ps the product is 0.53, below one but not small. The spread that must be averaged is smaller than this frequency: its root-mean-square value over directions is √(4/45) ≈ 0.30 of it. For isotropic rotational diffusion with 50 ps as the second-rank correlation time and the long axis fixed within the complex, the g anisotropy alone gives a single line at g = 2.271, about 0.3 mT from (24) and about 5.5 mT wide at half height. The finite rotation time thus shows mainly as width; at 200 ps the line is 18 mT wide and displaced by about 4 mT. In the liquid, the long axis of an aqueous cupric ion can also switch between the three ligand directions. If the three directions are equally likely, this motion averages the tensor towards the same g_iso. It is not included in the estimate. The separate components (17) and (18) belong to a frozen or otherwise immobile sample in which the long axis also stays fixed within each complex.

The copper nucleus adds structure that (8) omits. A rough parallel hyperfine step of 13 mT spreads four lines over 39 mT, comparable with the 50 mT between the two principal fields. The parallel g value must then be read from the centre of the four lines, to first order in the hyperfine coupling.

Two other omissions are negligible for a static complex with these energies. At 0.3 T, μ_B B/D is about 10⁻⁵, and at 298 K the Boltzmann factor of the z² state is about 10⁻¹⁷. The second estimate fails if z² approaches x²−y², as in a regular octahedron. The ground state is then no longer orbitally nondegenerate, and distortions of the complex must be treated together with its electronic state. The remaining values are in the numerical output.

Computed results

```
INPUTS (rough typical values)
zeta = 0.10 eV, D_par = D_perp = 1.50 eV
z2 hole level = 1.00 eV; zeta/D = 0.0667
free-electron g_e = 2.002319
microwave frequency = 9.50 GHz
SQUARED MATRIX ELEMENTS FROM x2-y2 (dimensionless)
l_z to xy: 4.0000
l_x to yz: 1.0000; l_y to xz: 1.0000
sum over axes and orbitals: 6.0000
POINT-CHARGE LEVELS below x2-y2 (unit: pair repulsion at R)
z ligands at 1.20 R, electron shell at 0.50 R:
x2-y2 0.0000, z2 -0.1382, xy -0.1042, xz -0.1766, yz -0.1766
z ligands at 0.85 R, same shell:
x2-y2 0.0000, z2 0.2168, xy -0.1042, xz -0.0068, yz -0.0068
NINE-ELECTRON SLOPES dg/dzeta at zeta = 0 (1/eV)
parallel 5.33333, perpendicular 1.33333
ratio of slopes = 4.00000
z2 hole: par 0.00000, perp 4.00000
FIRST-ORDER RESULT
shift par = 0.5333, shift perp = 0.1333
g_par = 2.5357, g_perp = 2.1357
field for g_e = 339.0 mT
field par = 267.7 mT
field perp = 317.8 mT
NEGLECTED: HIGHER ORDERS IN zeta (full diagonalization)
g_par = 2.4999, g_perp = 2.1175
change par = -0.0358
change perp = -0.0182
ratio of shifts = 4.320
remainder ratio on doubling small zeta, par: 4.014
NEGLECTED: COVALENCY (first order in zeta)
metal weights: hole 0.85, xy/xz/yz 0.90
charge-transfer energy = 5.0 eV
g_par = 2.4239, g_perp = 2.1077
charge-transfer part of parallel shift = 0.0136
NEGLECTED: UNEQUAL ENERGIES (first order in zeta)
D_par = 1.40 eV, D_perp = 1.60 eV
g_par = 2.5737, g_perp = 2.1273
ratio of shifts = 4.571
NEGLECTED: FIELD, HEAT, NUCLEUS, MOTION
mu_B B / D at 0.3 T = 1.16e-05
z2 Boltzmann factor at 298 K = 1.2e-17
hyperfine step par = 13 mT (rough input)
spread of the four hyperfine lines = 39 mT
tumbling time = 50 ps (rough input)
anisotropy frequency = 1.05e+10 rad/s
frequency times time = 0.53
fast-tumbling g = 2.2690, field = 299.1 mT
```
